# Seniority and the Coefficient of Racah's C in the d^N Shell: a program that tests the result

```python
"""
Result under test: in a d^N shell the Coulomb repulsion is
    A*N(N-1)/2 + B*h_B + C*h_C     (A, B, C: Racah parameters),
and h_C is diagonal in the seniority v, with the value
    c(N,v,S) = 7(N-v)/2 + v(v+2)/4 - S(S+1),
so that only B can couple repeated terms (same S and L, different v).
Definitions: A = F0 - F4/9, B = F2/49 - 5 F4/441, C = 5 F4/63, where
F0, F2, F4 are the Slater integrals F^k. N: electron number, S: spin,
L: orbital momentum. Seniority v: number of electrons left when all
zero-coupled pairs have been removed.
Method: Coulomb integrals by angular quadrature over real d orbitals, and
explicit operators in the full 1024-dimensional Fock space of the shell.
"""
from itertools import combinations
from math import comb, pi, sqrt
import numpy as np
import scipy.sparse as sp
from scipy.linalg import null_space
from scipy.special import eval_legendre
from scipy.constants import physical_constants

# ---------- real d orbitals on an angular quadrature grid ----------
z_nodes, z_weights = np.polynomial.legendre.leggauss(8)
n_phi = 16
phi = 2 * pi * np.arange(n_phi) / n_phi
zz, pp = np.meshgrid(z_nodes, phi, indexing="ij")
rho = np.sqrt(1 - zz**2)
n = np.stack([rho * np.cos(pp), rho * np.sin(pp), zz], axis=-1).reshape(-1, 3)
weight = np.repeat(z_weights, n_phi) * 2 * pi / n_phi

r = 1 / sqrt(2)
M = np.zeros((5, 3, 3))          # orbital = sqrt(15/8pi) * n^T M n
M[0, 0, 1] = M[0, 1, 0] = r
M[1, 1, 2] = M[1, 2, 1] = r
M[2, 0, 2] = M[2, 2, 0] = r
M[3] = np.diag([r, -r, 0])
M[4] = np.diag([-1, -1, 2]) / sqrt(6)
norm = sqrt(15 / (8 * pi))
d = norm * np.einsum("pi,aij,pj->ap", n, M, n)
one = np.eye(5)
assert np.allclose((d * weight) @ d.T, one, atol=1e-12)

# ---------- two-electron integrals (ab|cd) ----------
density = (d[:, None, :] * d[None, :, :] * weight).reshape(25, -1)
cosine = np.clip(n @ n.T, -1, 1)
multipole = [(density @ eval_legendre(k, cosine) @ density.T).reshape(5, 5, 5, 5)
             for k in (0, 2, 4)]
racah_from_slater = np.array([[1, 0, -1 / 9], [0, 1 / 49, -5 / 441],
                              [0, 0, 5 / 63]])
slater_from_racah = np.linalg.inv(racah_from_slater)
g_A, g_B, g_C = [sum(slater_from_racah[k, j] * multipole[k] for k in range(3))
                 for j in range(3)]
contact = 28 * pi / 5 * np.einsum("ap,bp,cp,dp,p->abcd", d, d, d, d, weight,
                                  optimize=True)
isotropic = (np.einsum("ab,cd->abcd", one, one)
             + np.einsum("ac,bd->abcd", one, one)
             + np.einsum("ad,bc->abcd", one, one))
assert np.allclose(g_C, contact, atol=1e-11)
assert np.allclose(g_C, isotropic, atol=1e-11)

# ---------- Fock space operators ----------
lower2 = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
sign2 = sp.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
unit2 = sp.identity(2, format="csr")


def annihilator(j):
    op = sp.identity(1, format="csr")
    for k in range(10):
        factor = sign2 if k < j else lower2 if k == j else unit2
        op = sp.kron(op, factor, format="csr")
    return op


up = [annihilator(a) for a in range(5)]
down = [annihilator(a + 5) for a in range(5)]
E = [[up[a].T @ up[b] + down[a].T @ down[b] for b in range(5)] for a in range(5)]
identity = sp.identity(1024, format="csr")
number = sum(E[a][a] for a in range(5))
count = np.rint(number.diagonal()).astype(int)
sector = [np.where(count == N)[0] for N in range(11)]


def one_body(t):
    return sum(t[a, b] * E[a][b] for a in range(5) for b in range(5)
               if abs(t[a, b]) > 1e-13) + 0 * identity


def two_body(g):
    total = -0.5 * one_body(np.einsum("abbd->ad", g))
    for a in range(5):
        for b in range(5):
            total = total + 0.5 * E[a][b] @ one_body(g[a, b])
    return total.tocsr()


h_A, h_B, h_C = two_body(g_A), two_body(g_B), two_body(g_C)
S_plus = sum(up[a].T @ down[a] for a in range(5))
S_z = 0.5 * sum(up[a].T @ up[a] - down[a].T @ down[a] for a in range(5))
S2 = S_plus.T @ S_plus + S_z @ S_z + S_z
gradient = 2 * norm * np.einsum("aij,pj->api", M, n)
turn = np.cross(n[None, :, :], gradient)
rotation = np.einsum("ap,p,bpk->kab", d, weight, turn)
L2 = 0 * identity
for k in range(3):
    generator = one_body(rotation[k])
    L2 = L2 - generator @ generator
pair_create = [up[a].T @ down[a].T for a in range(5)]
P_dag = sum(pair_create)
P = P_dag.T.tocsr()


def largest(op):
    return abs(op).max()


assert largest(h_A - 0.5 * number @ (number - identity)) < 1e-10
assert largest(h_C - (0.25 * number @ (number + 2 * identity)
                      - S2 + P_dag @ P)) < 1e-10


# ---------- seniority spaces, built from the definition ----------
def seniority_space(N, v):
    if v < 2:
        kernel = np.eye(len(sector[v]))
    else:
        kernel = null_space(P[sector[v]][:, :].toarray()[:, :0]
                            if False else
                            P[sector[v - 2]][:, sector[v]].toarray())
    vectors = np.zeros((1024, kernel.shape[1]))
    vectors[sector[v]] = kernel
    for _ in range((N - v) // 2):
        vectors = P_dag @ vectors
    return np.linalg.qr(vectors)[0]


terms = {}        # terms[N][(2S, L)][v] = orthonormal basis of that term
half_filled = {}
for N in range(11):
    terms[N] = {}
    dimension = 0
    for v in range(N % 2, min(N, 10 - N) + 1, 2):
        W = seniority_space(N, v)
        dimension += W.shape[1]
        if N == 5:
            half_filled[v] = W
        constant = 7 * (N - v) / 2 + v * (v + 2) / 4
        assert np.allclose(h_C @ W, constant * W - S2 @ W, atol=1e-9)
        pair_value = (N - v) * (12 - N - v) / 4
        assert np.allclose(P_dag @ (P @ W), pair_value * W, atol=1e-9)
        values, vecs = np.linalg.eigh(W.T @ ((100 * S2 + L2) @ W))
        codes = np.rint(values).astype(int)
        assert np.allclose(values, codes, atol=1e-7)
        for code in np.unique(codes):
            U = W @ vecs[:, codes == code]
            s2 = np.trace(U.T @ (S2 @ U)) / U.shape[1]
            l2 = np.trace(U.T @ (L2 @ U)) / U.shape[1]
            two_S = int(round(sqrt(1 + 4 * abs(s2)) - 1))
            L = int(round((sqrt(1 + 4 * abs(l2)) - 1) / 2))
            # each (v, S, L) occurs exactly once
            assert U.shape[1] == (two_S + 1) * (2 * L + 1)
            terms[N].setdefault((two_S, L), {})[v] = U
    assert dimension == comb(10, N)


def diagonal(op, U):
    return np.trace(U.T @ (op @ U)) / U.shape[1]


def coupling(op, U, V):
    return np.linalg.norm(U.T @ (op @ V)) / sqrt(U.shape[1])


# ---------- quasispin rotation by pi and the half-filled shell ----------
R = identity
for create in pair_create:
    K = create - create.T
    R = R @ (identity + K + K @ K)
full_B = h_B[sector[10][0], sector[10][0]]
assert largest(R @ h_B @ R.T - h_B - full_B * (identity - number / 5)) < 1e-9
for a in range(5):
    for b in range(5):
        expected = 2 * one[a, b] * identity - E[b][a]
        assert largest(R @ E[a][b] @ R.T - expected) < 1e-10
for v, W in half_filled.items():
    assert np.allclose(R @ W, (-1) ** ((5 - v) // 2) * W, atol=1e-9)

print("F0, F2, F4 for A=B=0, C=1:",
      " ".join(f"{x:.4f}" for x in slater_from_racah[:, 2]))
print(f"closed shell d^10, coefficient of B: {full_B:.4f}")
print("Coefficient of C, from the Coulomb operator:")
for N in range(2, 6):
    found = {}
    for (two_S, L), by_v in terms[N].items():
        for v, U in by_v.items():
            found.setdefault((v, two_S), []).append(diagonal(h_C, U))
    for (v, two_S), c_values in sorted(found.items()):
        assert np.ptp(c_values) < 1e-9
        print(f"  d^{N} v={v} S={two_S / 2:.1f}: {round(c_values[0], 6) + 0.0:.4f}")

print("Repeated terms, |coupling| / B and / C:")
letters = "SPDFGHI"
for N in (3, 4, 5):
    for (two_S, L), by_v in sorted(terms[N].items()):
        for v, w in combinations(sorted(by_v), 2):
            b = coupling(h_B, by_v[v], by_v[w])
            c = coupling(h_C, by_v[v], by_v[w])
            assert c < 1e-9
            if N == 5 and w - v == 2:
                assert b < 1e-9
            else:
                assert b > 1
            print(f"  d^{N} {two_S + 1}{letters[L]} v={v},{w}: {b:.4f} {c:.4f}")

# ---------- worked example: the two 2D terms of d^3 ----------
B, C = 0.004, 0.016
hartree_eV = physical_constants["Hartree energy in eV"][0]
U1, U3 = terms[3][(1, 2)][1], terms[3][(1, 2)][3]
b11, b33, b13 = diagonal(h_B, U1), diagonal(h_B, U3), coupling(h_B, U1, U3)
block = sector[3]


def full_levels(B_value, C_value):
    H = (B_value * h_B + C_value * h_C)[block][:, block].toarray()
    return np.linalg.eigh(H)


def c_formula(N, v, S):
    return 7 * (N - v) / 2 + v * (v + 2) / 4 - S * (S + 1)


def two_level(B_value, C_value):
    e1 = b11 * B_value + c_formula(3, 1, 0.5) * C_value
    e3 = b33 * B_value + c_formula(3, 3, 0.5) * C_value
    half = (e1 - e3) / 2
    root = sqrt(half**2 + (b13 * B_value) ** 2)
    mean = (e1 + e3) / 2
    return e1, e3, mean - root, mean + root, (1 + half / root) / 2


e1, e3, low, high, _ = two_level(B, C)
energies, _ = full_levels(B, C)
for level in (low, high):
    assert np.sum(abs(energies - level) < 1e-10) == 10
print(f"Example d^3 2D: B = {B:.4f} hartree, C = {C:.4f} hartree")
print(f"b11 = {b11:.4f}, b33 = {b33:.4f}, |b13| = {b13:.4f}, b13^2 = {b13**2:.4f}")
print(f"diagonal v=1: {e1:.6f} hartree")
print(f"diagonal v=3: {e3:.6f} hartree")
print(f"|off-diagonal|: {b13 * B:.6f} hartree")
print(f"lower level - 3A: {low:.6f} hartree = {low * hartree_eV:.4f} eV")
print(f"upper level - 3A: {high:.6f} hartree = {high * hartree_eV:.4f} eV")
print("v=1 weight in the upper 2D level (B, C in hartree):")
for B_case, C_case in ((B, 0.0), (B, C), (B, 5 * C), (0.0, C)):
    energies, states = full_levels(B_case, C_case)
    assert energies[-10] - energies[-11] > 1e-4
    top = states[:, -10:]
    v1_weight = np.linalg.norm(U1[block].T @ top) ** 2 / 10
    assert abs(v1_weight - two_level(B_case, C_case)[4]) < 1e-9
    print(f"  B={B_case:.3f} C={C_case:.3f}: {v1_weight:.4f}")

print("verified")
```

Output:

```
F0, F2, F4 for A=B=0, C=1: 1.4000 7.0000 12.6000
closed shell d^10, coefficient of B: -70.0000
Coefficient of C, from the Coulomb operator:
  d^2 v=0 S=0.0: 7.0000
  d^2 v=2 S=0.0: 2.0000
  d^2 v=2 S=1.0: 0.0000
  d^3 v=1 S=0.5: 7.0000
  d^3 v=3 S=0.5: 3.0000
  d^3 v=3 S=1.5: 0.0000
  d^4 v=0 S=0.0: 14.0000
  d^4 v=2 S=0.0: 9.0000
  d^4 v=2 S=1.0: 7.0000
  d^4 v=4 S=0.0: 6.0000
  d^4 v=4 S=1.0: 4.0000
  d^4 v=4 S=2.0: 0.0000
  d^5 v=1 S=0.5: 14.0000
  d^5 v=3 S=0.5: 10.0000
  d^5 v=3 S=1.5: 7.0000
  d^5 v=5 S=0.5: 8.0000
  d^5 v=5 S=1.5: 5.0000
  d^5 v=5 S=2.5: 0.0000
Repeated terms, |coupling| / B and / C:
  d^3 2D v=1,3: 13.7477 0.0000
  d^4 1S v=0,4: 27.4955 0.0000
  d^4 1D v=2,4: 16.9706 0.0000
  d^4 1G v=2,4: 13.2665 0.0000
  d^4 3P v=2,4: 14.9666 0.0000
  d^4 3F v=2,4: 12.0000 0.0000
  d^5 2D v=1,3: 0.0000 0.0000
  d^5 2D v=1,5: 22.4499 0.0000
  d^5 2D v=3,5: 0.0000 0.0000
  d^5 2F v=3,5: 0.0000 0.0000
  d^5 2G v=3,5: 0.0000 0.0000
Example d^3 2D: B = 0.0040 hartree, C = 0.0160 hartree
b11 = 7.0000, b33 = 3.0000, |b13| = 13.7477, b13^2 = 189.0000
diagonal v=1: 0.140000 hartree
diagonal v=3: 0.060000 hartree
|off-diagonal|: 0.054991 hartree
lower level - 3A: 0.032000 hartree = 0.8708 eV
upper level - 3A: 0.168000 hartree = 4.5715 eV
v=1 weight in the upper 2D level (B, C in hartree):
  B=0.004 C=0.000: 0.5720
  B=0.004 C=0.016: 0.7941
  B=0.004 C=0.080: 0.9752
  B=0.000 C=0.016: 1.0000
verified
```
